\section*{Why self-consistent Kadanoff-Baym dynamics damps an isolated Hubbard dimer}

\section{The system and its exact motion}

\textbf{Q:} I simulate two coupled sites with two electrons, fully isolated. My self-consistent Kadanoff-Baym run shows the charge oscillation dying out. Could that be real relaxation?

\textbf{A:} We can solve this case without approximation and see. Set $\hbar=1$ and take
\begin{equation}
H=-J\sum_\sigma\left(c_{1\sigma}^\dagger c_{2\sigma}+c_{2\sigma}^\dagger c_{1\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow}.
\end{equation}
An infinite bias holds both electrons on site 1 and is removed at $t=0$. The initial state $|20\rangle$ is one Slater determinant, so there are no initial correlations to put into the Green's functions. The observable is $z=(N_1-N_2)/2$, which starts at 1.

Define $|\pm\rangle=(|20\rangle\pm|02\rangle)/\sqrt2$ and let $|s\rangle$ be the singlet with one electron per site. Hopping gives $\langle s|H|20\rangle=\langle s|H|02\rangle=-\sqrt2J$. Hence $|-\rangle$ is decoupled, with energy $U$, while $|+\rangle$ and $|s\rangle$ form the block
\begin{equation}
\begin{pmatrix}U&-2J\\-2J&0\end{pmatrix},\qquad E_\pm=\frac U2\pm c,\qquad c=\sqrt{\frac{U^2}{4}+4J^2}.
\end{equation}
Let $p_\pm$ be the weights of $|+\rangle$ on the two eigenstates. They sum to 1, and the mean energy of $|+\rangle$ is $U$, so $U/2+c(p_+-p_-)=U$ and $p_\pm=\frac12(1\pm U/2c)$.

Since $|20\rangle=(|+\rangle+|-\rangle)/\sqrt2$, the amplitudes are $a_-=e^{-iUt}/\sqrt2$ and $a_+=(p_+e^{-iE_+t}+p_-e^{-iE_-t})/\sqrt2$. The site amplitudes are $(a_+\pm a_-)/\sqrt2$, and therefore
\begin{equation}
z=2\,\mathrm{Re}(a_+^*a_-)=p_+\cos[(c-U/2)t]+p_-\cos[(c+U/2)t].
\end{equation}
For $U=J$, $c=\sqrt{4.25}\,J=2.062J$. The frequencies are $1.562J$ and $2.562J$, with weights 0.621 and 0.379. They beat, but nothing decays. Lasting damping in this closed model is an artefact.

\section{The approximate equations}

\textbf{Q:} What exactly does my code solve instead?

\textbf{A:} I assume it uses the second Born approximation. For one spin, let
\begin{equation}
G^<_{ij}(t,t')=i\langle c_j^\dagger(t')c_i(t)\rangle,\qquad
G^>_{ij}(t,t')=-i\langle c_i(t)c_j^\dagger(t')\rangle .
\end{equation}
The retarded function is $G^R=\theta(t-t')(G^>-G^<)$, the advanced one is $G^A=-\theta(t'-t)(G^>-G^<)$, and $\Sigma^R$ is defined like $G^R$. The equations are
\begin{align}
i\partial_tG^\gtrless(t,t')&=h(t)G^\gtrless(t,t')+\int_0^t\!ds\,\Sigma^R(t,s)G^\gtrless(s,t')+\int_0^{t'}\!ds\,\Sigma^\gtrless(t,s)G^A(s,t'),\label{kbe}\\
\Sigma^\gtrless_{ij}(t,t')&=U^2\left[G^\gtrless_{ij}(t,t')\right]^2G^\lessgtr_{ji}(t',t).\label{born}
\end{align}
Here $h$ contains hopping and the mean field $Un_i$, with $n_i$ the density per spin. There is no second-order exchange term because $U$ acts between opposite spins. ``Dressed'' means that the lines in (\ref{born}) are the solution $G$ itself; ``undressed'' means that these lines, and also the density in $h$, are taken from a Hartree-Fock calculation.

\section{Where a bath enters}

\textbf{Q:} I see no reservoir in those equations.

\textbf{A:} It is in the memory integrals. Couple the dimer to non-interacting orbitals $b_k$ of zero energy through time-dependent amplitudes $V_{ik}(t)$:
\begin{equation}
i\dot c_i=\sum_jh_{ij}c_j+\sum_kV_{ik}b_k,\qquad i\dot b_k=\sum_jV_{jk}^*c_j .
\end{equation}
Integrating the second equation and inserting it in the first gives
\begin{equation}
i\dot c_i=\sum_jh_{ij}c_j+\sum_kV_{ik}(t)b_k(0)-i\int_0^t\!ds\sum_{jk}V_{ik}(t)V_{jk}^*(s)c_j(s).\label{lang}
\end{equation}
Define the lesser and greater kernels from initially filled and empty orbitals:
\begin{equation}
\Sigma^<_{ij}(t,s)=i\!\sum_{k\,\rm filled}\!V_{ik}(t)V_{jk}^*(s),\qquad
\Sigma^>_{ij}(t,s)=-i\!\sum_{k\,\rm empty}\!V_{ik}(t)V_{jk}^*(s).\label{bath}
\end{equation}
The memory kernel in (\ref{lang}) is $\Sigma^>-\Sigma^<$, which is $\Sigma^R$ for $t>s$. The part of $c(t')$ driven by $b(0)$ is $\int ds\,G^R(t',s)V(s)b(0)$. Correlating its adjoint with $V(t)b(0)$, and using $[G^R_{jl}(t',s)]^*=G^A_{lj}(s,t')$, gives $\int ds\,\Sigma^<G^A$. The greater component follows in the same way from the empty orbitals. These are the terms of (\ref{kbe}).

\textbf{Q:} That works if $\Sigma$ has the form (\ref{bath}). Does the diagram have it?

\textbf{A:} Write $G^<=iA$ and $G^>=-iB$. Suppose both kernels are sums of modes,
\begin{equation}
A_{ij}(t,t')=\sum_k a_{k,i}(t)a^*_{k,j}(t'),\qquad B_{ij}(t,t')=\sum_m b_{m,i}(t)b^*_{m,j}(t').
\end{equation}
Both are Hermitian, so $G^>_{ji}(t',t)=-iB^*_{ij}(t,t')$ and $G^<_{ji}(t',t)=iA^*_{ij}(t,t')$. Equation (\ref{born}) becomes
\begin{equation}
\Sigma^<_{ij}=iU^2A_{ij}^2B_{ij}^*,\qquad\Sigma^>_{ij}=-iU^2B_{ij}^2A_{ij}^*.\label{schur}
\end{equation}
Inserting the modes turns $U^2A^2B^*$ into a sum over products $Ua_{k,i}a_{l,i}b^*_{m,i}$ times their conjugates. This is (\ref{bath}), with those products as couplings.

Start from Hartree-Fock lines, which have this form. The resulting bath problem is unitary, so the next $G$ has it too, and so on. Where this iteration converges, the dressed solution inherits the property. Numerically, the lowest eigenvalue of the dressed $-iG^<$ is $-3\times10^{-7}$ of its trace.

\section{Undressed lines}

\textbf{Q:} Then second-order diagrams damp, dressed or not?

\textbf{A:} With undressed lines they do not. Take one filled Hartree-Fock orbital $\phi$ and one empty orbital $\chi$. There is one product of each kind:
\begin{equation}
w_i=U\phi_i^2\chi_i^*\ \text{(filled)},\qquad v_i=U\chi_i^2\phi_i^*\ \text{(empty)}.
\end{equation}
The whole bath is two orbitals, and dimer plus bath has four per spin.

To see what drives them, use $i\dot\phi_1=-J\phi_2+Un_1\phi_1$. It gives $\dot z=2\dot n_1=-4J\,\mathrm{Im}(\phi_1^*\phi_2)$. The mean-field energy keeps its initial value $U$:
\begin{equation}
-4J\,\mathrm{Re}(\phi_1^*\phi_2)+\tfrac U2(1+z^2)=U .
\end{equation}
With $|\phi_1^*\phi_2|^2=n_1n_2=(1-z^2)/4$, eliminating the real part yields
\begin{equation}
\dot z^2=4J^2(1-z^2)-\tfrac{U^2}{4}(1-z^2)^2=4J^2(1-z^2)\left[1-m(1-z^2)\right],\quad m=\frac{U^2}{16J^2}.
\end{equation}
With $z(0)=1$ this is the equation of the Jacobi function, $z_{\rm HF}=\mathrm{cn}(2Jt|m)$. It is periodic except at $U=4J$: for $U<4J$ it swings through zero, and for $U>4J$ it stays positive (self-trapping). At $U=J$ the period is $3.19/J$.

After a period, $z$ and $\dot z$ return, so $\phi$ returns up to a phase. So does $\chi$, being orthogonal to it. The couplings $w,v$ therefore repeat up to phases, which constant energies of the bath orbitals absorb. Four orbitals with a periodic Hamiltonian have four quasienergies. Their motion is quasiperiodic, and $z$ comes back arbitrarily close to 1.

Between $t=180/J$ and $360/J$ the undressed peak $|z|$ is still above 0.99. As a test, the two-time equations with undressed lines were compared with this four-orbital evolution. The largest density difference up to $t=15/J$ is $5\times10^{-4}$ electrons per spin at a step of $0.05/J$, and about four times that at twice the step.

\section{Dressed lines}

\textbf{Q:} So what does dressing change?

\textbf{A:} It feeds the bath back into its own construction. If $G$ has $r$ filled and $r$ empty modes, there are $r(r+1)/2$ pairs $a_ka_l$, each combined with $r$ modes $b_m$. Adding the original orbital gives the upper bound
\begin{equation}
r\ \longrightarrow\ 1+\frac{r^2(r+1)}2:\qquad 1\to2\to7\to197\to\cdots
\end{equation}
After one dressing the lesser self-energy has numerical rank 6, which saturates the bound $2^2\cdot3/2=6$.

The exact $G^<$ is far simpler. Removing an up electron leaves one down electron on two sites. The vectors $c_{i\uparrow}(t)|\psi_0\rangle$ lie in a two-dimensional space, so the rank is 2 for any time span. For the dressed solution, the number of modes holding 99\% of $-iG^<$ is 7, 14 and 28 for spans of 9, 18 and $36/J$. It roughly doubles with the span, as one expects of a continuum being resolved ever more finely. That is numerical evidence; I have no theorem excluding a finite closure at every $U/J$.

\textbf{Q:} Can you show that this bath causes the decay I see?

\textbf{A:} Take the converged dressed $\Sigma^\gtrless$, diagonalize both kernels, and read their eigenvectors as couplings. Keeping 120 filled and 120 empty orbitals retains 99.9\% of each trace. Then evolve dimer plus bath unitarily, with the dressed mean field in $h$. The resulting $z$ differs from the Kadanoff-Baym one by at most 0.002, where the initial value is 1.

The peak values of $|z|$ for $U=J$ are:
\begin{center}
\begin{tabular}{ccccc}
$Jt$ & exact & Hartree-Fock & undressed & dressed\\
0--12 & 1.00 & 1.00 & 1.00 & 1.00\\
12--24 & 0.98 & 1.00 & 0.99 & 0.23\\
24--36 & 0.96 & 1.00 & 0.99 & 0.07
\end{tabular}
\end{center}
In the last window the dressed peak is $0.070/0.957=7\%$ of the exact one. Halving the time step from $0.16/J$ to $0.08/J$ changes the dressed $z$ by at most 0.02, so discretization does not explain the loss.

\textbf{Q:} Should I then switch to undressed lines?

\textbf{A:} Not on this evidence. At $t=8/J$ the exact value is $0.59$, the undressed one $-0.57$ and the dressed one $-0.38$. Removing the damping does not repair the frequencies: the main undressed oscillation stays at the Hartree-Fock frequency, $2\pi/3.19=1.97J$, which lies between the two exact ones.

\section{What the bath takes away}

\textbf{Q:} My particle number and energy are conserved. How can there be a bath?

\textbf{A:} It exchanges no net charge with either site. Setting $t'=t$ in (\ref{kbe}) and adding the adjoint equation gives, for $\rho=-iG^<(t,t)$,
\begin{equation}
\dot\rho=-i[h,\rho]-(I+I^\dagger),\qquad I=\int_0^t\!ds\,(\Sigma^>G^<-\Sigma^<G^>),
\end{equation}
where $\Sigma$ has arguments $(t,s)$ and $G$ has $(s,t)$. By (\ref{born}), the diagonal integrand is
\begin{equation}
U^2\sum_k\left\{[G^>_{ik}(t,s)]^2[G^<_{ki}(s,t)]^2-[G^<_{ik}(t,s)]^2[G^>_{ki}(s,t)]^2\right\}.
\end{equation}
Since $G^\gtrless_{ki}(s,t)=-[G^\gtrless_{ik}(t,s)]^*$, the second product is the conjugate of the first. Thus $I_{ii}$ is imaginary and cancels in $I+I^\dagger$. Collisions act directly only on the coherence $\rho_{21}$ and its conjugate. Since $\dot z=-4J\,\mathrm{Im}\rho_{21}$, a lasting decay of $z$ requires the imaginary part of this coherence to die out. It obeys $\mathrm{Im}\,\dot\rho_{21}=(J+U\,\mathrm{Re}\rho_{21})z-\mathrm{Im}(I+I^\dagger)_{21}$, so collisions act on it directly and also, through the mean field, by way of the real part. A constant real part may survive, because its effect vanishes once $z=0$.

The imaginary part of $I_{ii}$ is the correlation energy on site $i$. Indeed, the exact equation of motion gives $i\partial_tG^<_{ii}|_{t'=t}$ an interaction part $iU\langle n_{i\uparrow}n_{i\downarrow}\rangle$, whereas (\ref{kbe}) gives $iUn_i^2+I_{ii}$. The energy is thus
\begin{equation}
E=-4J\,\mathrm{Re}\rho_{21}+\sum_i\left(Un_i^2+\mathrm{Im}I_{ii}\right).
\end{equation}
It stays within $0.002J$ of its initial value $J$. Good conservation laws therefore do not certify the relaxation.

\section{Why the bath is unphysical}

\textbf{Q:} Which physics is missing? More diagrams sound like an improvement.

\textbf{A:} One site shows it most clearly. Let $J=0$, at half filling and infinite temperature. An electron sees the other spin absent or present with equal probability, so
\begin{equation}
iG^R(t)=\tfrac12(1+e^{-iUt})=e^{-iUt/2}\cos(Ut/2),\qquad t>0.
\end{equation}
The phase is the mean field $U/2$; remove it and call the rest $f(t)$. Then $G^\gtrless=\mp if/2$, with $f$ real and even. Equation (\ref{born}) gives $\Sigma^\gtrless=\mp iU^2f^3/8$, hence $\Sigma^R=-iU^2f^3/4$, and
\begin{equation}
f'(t)=-\frac{U^2}4\int_0^t\!ds\,K(t-s)f(s),\qquad K=\begin{cases}1&\text{undressed}\\f^3&\text{dressed.}\end{cases}
\end{equation}
For $K=1$, differentiating gives $f''=-(U^2/4)f$ and $f=\cos(Ut/2)$, the exact answer. For $K=f^3$, $f$ depends only on $Ut$; it is 0.08 at $t=5/U$ and below $10^{-5}$ in magnitude from $20/U$ to $30/U$.

Short times locate the fault. Put $\alpha=U^2/4$. To order $t^2$, $f=1-\alpha t^2/2$ and $f^3=1-3\alpha t^2/2$. The dressed integral is $t-\alpha t^3/6-\alpha t^3/2=t-2\alpha t^3/3$, so
\begin{equation}
f_{\rm dressed}=1-\frac{\alpha t^2}2+\frac{\alpha^2t^4}6+\dots,\qquad
f_{\rm exact}=1-\frac{\alpha t^2}2+\frac{\alpha^2t^4}{24}+\dots
\end{equation}
The difference is $\alpha^2t^4/8=U^4t^4/128$. The exact self-energy of this atom stops at order $U^2$. The order-$U^4$ part created by dressing must therefore be cancelled by higher skeleton diagrams, which second Born omits. Dressing keeps one side of a cancellation.

\section{Strong and weak driving}

\textbf{Q:} My small-amplitude runs look much healthier. Why?

\textbf{A:} Near the ground state the bath is off resonance. Drop the uniform mean-field shift and let $\phi$ be the bonding orbital at $-J$ and $\chi$ the antibonding one at $+J$. Then $w\propto\phi^2\chi^*$ oscillates as a level at $-J-J-J=-3J$, and $v\propto\chi^2\phi^*$ as one at $+3J$. On the two sites $w$ has the antibonding pattern, so it couples to $+J$; $v$ is bonding and couples to $-J$. Both detunings are $4J$. The coupling is $U/2$, since $|\phi_i|^2=1/2$. For $U=J$ the admixed weight is about $(0.5/4)^2=1.6\%$.

A strong drive mixes $\phi$ and $\chi$ over both levels. Each factor in $\phi^2\chi^*$ and $\chi^2\phi^*$ then carries both $-J$ and $+J$, so for small $U$ the products contain the levels $\pm J$ as well as $\pm3J$, and the bath levels come within order $U$ of the dimer levels. The resonance is not exact. With $n_1=\cos^2Jt$, the mean field shifts $\phi$ by $3U/4$ and $\chi$ by $U/4$ on average, so $v$ sits at $2\cdot U/4-3U/4=-U/4$, detuned by $U$ from $\phi$, while the averaged coupling $|\sum_i\phi_i^*v_i|$ is $U/4$. A two-level estimate then gives a largest transfer of $4(U/4)^2/[4(U/4)^2+U^2]=1/5$ for undressed lines, which, unlike the weak-drive admixture, does not shrink as $U\to0$. I have not tested separately how much this near-resonance contributes to the damping.

Starting from a nearly bonding orbital with $z(0)=0.10$, the late peak between $24/J$ and $36/J$ is 0.081, against 0.098 for the exact curve sampled on the same time grid. The ratio is 0.83, compared with 0.07 for the strong drive. This run used a step of $0.16/J$ and was not repeated with a finer one. I have not separated how much of the remaining 17\% is damping, how much is a redistribution among frequencies and how much is time-step error.

\textbf{Q:} How should I judge a decay in a larger cluster?

\textbf{A:} A finite isolated cluster with a static Hamiltonian has a discrete spectrum, so its density is a sum of undamped oscillations. Many frequencies can still dephase for a long time, so a transient decay may be genuine. Propagate the smallest comparable cluster both exactly and with your approximation, under the same drive. The comparison shows whether the approximation adds damping of its own there; for the larger cluster it is a warning, not a measurement. With real leads there is a physical embedding self-energy as well, and a fitted linewidth can then contain both. The dimer does not tell you their proportion. The simulation results quoted here are listed in the numerical output below.

\section*{Computed results}
\begin{verbatim}
hopping J = 1.0 (energy unit), U = 1.0 J
time step = 0.08 /J, final time = 36.0 /J
exact frequencies = 1.5616, 2.5616 J
exact weights = 0.6213, 0.3787
Hartree-Fock period = 3.1925 /J
imbalance z: t(1/J) exact HF undressed dressed bath-model
  0.0    1.000    1.000    1.000    1.000    1.000
  4.0    0.363   -0.018   -0.091    0.020    0.018
  8.0    0.592   -0.999   -0.565   -0.381   -0.382
 12.0    0.913    0.055    0.051   -0.056   -0.056
 16.0    0.240    0.997    0.882    0.160    0.160
 20.0    0.826   -0.091   -0.061    0.047    0.047
 24.0    0.687   -0.994   -0.747   -0.061   -0.062
 28.0    0.274    0.127    0.092   -0.029   -0.029
 32.0    0.957    0.989    0.650    0.021    0.022
 36.0    0.419   -0.163   -0.057    0.016    0.016
peak |z|: window(1/J) exact HF undressed dressed
 0-12   1.0000   1.0000   1.0000   1.0000
12-24   0.9806   0.9989   0.9940   0.2332
24-36   0.9574   1.0000   0.9862   0.0702
undressed peak |z|, t = 180-360 /J: 0.999
undressed max number error per spin: 7.31e-03
undressed KBE vs 4 orbitals, step 0.10 /J: 2.35e-03
undressed KBE vs 4 orbitals, step 0.05 /J: 5.35e-04
rank of exact lesser kernel: 2
rank of lesser self-energy, lines dressed once: 6
modes holding 99% of G<: span(1/J) exact dressed
 9   2   7
18   2  14
36   2  28
dressed lowest kernel eigenvalue / trace: -3.4e-07
bath orbitals used: 120 filled + 120 empty
self-energy trace captured: 0.99908, 0.99908
max |z(bath model) - z(dressed KBE)|: 2.01e-03
dressed max change of z on doubling step: 1.93e-02
dressed max number error per spin: 9.3e-15
dressed energy: start 1.0000, end 1.0016 J
dressed max energy error: 1.64e-03 J
weak drive z(0) = 0.100
weak late peak |z|: exact 0.0975, dressed 0.0807
late peak ratio dressed/exact: weak 0.829, strong 0.0733
atom: bare kernel max error against exact 7.4e-04
atom t =  5 /J: exact -0.8011, dressed  0.08185
atom t = 10 /J: exact  0.2837, dressed -0.00392
atom t = 20 /J: exact -0.8391, dressed  0.00001
atom dressed peak |f|, t = 20-30 /J: 8.2e-06
\end{verbatim}
